Suppose the residual resistivity of a random alloy is known, and the alloy is annealed so that unlike atoms become neighbours more often than chance allows. A formula containing the composition alone predicts no change. The intuitive repair, that more order means less scattering, can give the wrong sign. In the fcc model worked out below, a preference for unlike neighbours raises the resistivity by about 11% with one conduction electron per atom, and lowers it by about 3% with three. The local order is the same in both cases. What differs is the Fermi wavenumber k_F.

**1. The random alloy**

Put N atoms on a rigid cubic Bravais lattice with sites R_i and volume Ω per atom, so that V = NΩ. Let σ_i = 1 if site i holds B and 0 if it holds A, with mean ⟨σ_i⟩ = c. With Δv = v_B − v_A, the potential separates as

Σ_i [v_A + σ_i Δv] = Σ_i [v_A + cΔv] + Σ_i (σ_i − c)Δv(r − R_i).

The first sum on the right is periodic and gives no resistance. I represent its states by plane waves of mass m with a spherical Fermi surface. The second sum, U, scatters. Define

Δv(q) = ∫ d³r e^(−iq·r) Δv(r),

and take Δv spherically symmetric, so that Δv(q) depends on q = |q|. For k′ = k + q,

U_k′k = (1/V) Δv(q) Σ_i (σ_i − c)e^(−iq·R_i).

Because σ_i² = σ_i, the variance is ⟨(σ_i − c)²⟩ = c − 2c² + c² = c(1−c). In a random alloy different sites are independent, so the cross terms average to zero:

⟨|U_k′k|²⟩ = N c(1−c)|Δv(q)|²/V².

To lowest Born order the golden-rule rate is w = (2π/ħ)⟨|U_k′k|²⟩δ(ε_k − ε_k′). It depends on the scattering angle θ alone. By axial symmetry the sum Σ_k′ w(k − k′) therefore lies along k, and a displaced Fermi sphere solves the Boltzmann equation with

1/τ = Σ_k′ w(1 − cos θ).

The sum over final states is

Σ_k′ δ(ε_k′ − E_F)… = V m k_F/(8π³ħ²) ∫ dΩ′….

For elastic scattering q = 2k_F sin(θ/2), so q² = 2k_F²(1 − cos θ) and q dq = k_F² sin θ dθ. With dΩ′ = 2π sin θ dθ,

∫ dΩ′ |Δv|²(1 − cos θ) = (2π/k_F²) ∫ q dq |Δv|² q²/(2k_F²)
= (π/k_F⁴) ∫₀^(2k_F) q³|Δv|² dq.

Multiplying the factors, with N/V = 1/Ω, gives

1/τ = (2π/ħ)[m k_F/(8π³ħ²)][c(1−c)/Ω](π/k_F⁴) ∫ q³|Δv|² dq
= m c(1−c)/(4πħ³Ωk_F³) ∫ q³|Δv|² dq.

Insert this in ρ₀ = m/(ne²τ) with electron density n = k_F³/(3π²):

ρ₀ = [3πm²c(1−c)/(4e²ħ³Ωk_F⁶)] ∫₀^(2k_F) q³|Δv(q)|² dq.   (1)

Limit: let Δv(q) = D, a contact potential. The integral is 4k_F⁴D², so 1/τ = c(1−c)m k_F D²/(πħ³Ω). The Born cross section of one such scatterer is m²D²/(πħ⁴). Multiplied by the speed ħk_F/m and the dilute impurity density c/Ω, it gives the same rate as c → 0.

**2. Let the occupations be correlated**

Let P_AB(R) be the joint probability of A at the origin and B at R. The Warren-Cowley parameter is

α_R = 1 − P_AB(R)/[c(1−c)].

It is negative when unlike pairs exceed the random number. To relate it to the scattering, write

P_AB = ⟨(1 − σ_0)σ_R⟩ = c − ⟨σ_0σ_R⟩.

Hence

⟨(σ_0 − c)(σ_R − c)⟩ = ⟨σ_0σ_R⟩ − c² = c − P_AB − c² = c(1−c)α_R.

At R = 0 no site is both A and B, so P_AB = 0 and α_0 = 1. Keeping the cross terms in the squared matrix element now gives

⟨|U_k′k|²⟩ = N c(1−c)|Δv(q)|²S(q)/V²,
S(q) = Σ_R α_R cos(q·R).

The cosine replaces the exponential because R and −R have equal α. I assume that α_R decays with distance, so there is no long-range order. Since S(q) is proportional to a mean square, it cannot be negative.

Limit: divide the crystal into blocks of M like atoms, with the type of each block chosen at random, and let the electron wavelength greatly exceed the block size. A block scatters with M times the amplitude and M² times the intensity of one atom. There are N/M blocks, so scattering grows by M. In the formula, q → 0 gives S = Σ_R α_R, averaged over the starting site. Each site has M fully correlated sites, itself included, so S = M.

**3. From S(q) to shells**

S(q) depends on direction, so the displaced sphere need not solve the Boltzmann equation. It still gives an upper bound. Write the distribution as f = f_0 + Φ_kδ(ε_k − E_F), and let the field E point along the unit vector u. The linearized equation is

LΦ = −eEX,   X = u·v_k,
(LΦ)_k = Σ_k′ w(Φ_k − Φ_k′).

With ⟨g,h⟩ = (2/V)Σ_k δ(ε_k − E_F)g_k h_k, the current density is −e⟨X,Φ⟩, so

1/ρ = e²⟨X,L⁻¹X⟩.

The inverse is taken on functions with zero mean over the Fermi surface, to which X belongs. Because w is symmetric, L is symmetric and

⟨Φ,LΦ⟩ = (1/V)Σ_kk′ δ(ε_k − E_F)w(Φ_k − Φ_k′)² ≥ 0.

Let Ψ = L⁻¹X. The Cauchy-Schwarz inequality gives

⟨Φ,X⟩² = ⟨Φ,LΨ⟩² ≤ ⟨Φ,LΦ⟩⟨Ψ,LΨ⟩ = ⟨Φ,LΦ⟩⟨X,L⁻¹X⟩.

Therefore

ρ ≤ ⟨Φ,LΦ⟩/(e²⟨Φ,X⟩²).

Choose Φ = u·k, the displaced sphere, and call the right-hand side ρ from here on. Its denominator does not contain S. For S = 1 the trial function is a solution, as Section 1 showed, and the bound becomes ρ₀. The prefactor is thus already known, and what remains is the ratio

ρ/ρ₀ = ⟨⟨|Δv|²S(q)(u·q)²⟩⟩/⟨⟨|Δv|²(u·q)²⟩⟩,

where double brackets mean an average over k and k′ on the Fermi sphere.

In a cubic crystal the result is the same for u along each of the three cube axes. Averaging over them replaces (u·q)² by q²/3. Next, rotate k and k′ together: |q| stays fixed while the direction of q covers the sphere uniformly. Each cosine in S then averages to

½∫₋₁¹ cos(qRμ)dμ = sin(qR)/(qR).

The angular measure supplies q dq, as before, and q² from the transport weight makes it q³ dq. Collect the z_i sites at distance R_i into shell i, with mean parameter α_i:

ρ = ρ₀[1 + Σ_i z_i α_i Y_i],   (2)

Y_i = ∫₀^(2k_F) q³|Δv|² [sin(qR_i)/(qR_i)] dq / ∫₀^(2k_F) q³|Δv|² dq.   (3)

The sign of a shell's contribution is the sign of α_iY_i. The order fixes α_i; k_F and the shape of Δv(q) fix Y_i.

Limit: when k_FR_i → 0 for every correlated shell, each Y_i → 1 and ρ/ρ₀ → S(0), as in the block argument. Clustering then raises the resistivity and ordering lowers it.

**4. The contact potential, where the sign can be read off**

Set Δv(q) = D, q = 2k_Ft and x = 2k_FR. Equation (3) becomes

Y(x) = 4∫₀¹ t³ [sin(xt)/(xt)] dt = (4/x)∫₀¹ t² sin(xt)dt.

Two integrations by parts give

∫₀¹ t² sin(xt)dt = −cos x/x + (2/x)∫₀¹ t cos(xt)dt,
∫₀¹ t cos(xt)dt = sin x/x + (cos x − 1)/x².

Therefore

Y(x) = 4[(2 − x²)cos x + 2x sin x − 2]/x⁴.   (4)

For small x, expanding the sine under the integral gives Y = 1 − x²/9 + …. For large x the leading term is −4cos x/x². Numerical root finding puts the first three zeros at x = 4.09, 7.62 and 10.79. Thus Y is positive below 4.09, negative from there to 7.62, and positive again up to 10.79.

For the nearest neighbours in fcc, R₁ = a/√2 and Ω = a³/4. With Z conduction electrons per atom, k_F = (12π²Z)^(1/3)/a, so

2k_FR₁ = √2(12π²Z)^(1/3) = 6.945 Z^(1/3).

The lattice constant has dropped out. The three zeros lie at Z = 0.20, 1.32 and 3.75. For a contact potential, a nearest-neighbour preference for unlike atoms (α₁ < 0) therefore acts as follows:

- Z < 0.20: this shell lowers ρ.
- 0.20 < Z < 1.32: it raises ρ.
- 1.32 < Z < 3.75: it lowers ρ.

The reason lies in where S(q) is large. Its average over the Brillouin zone is α_0 = 1, because the other cosines average to zero. Order that depletes S at small q must enhance it elsewhere. A small Fermi sphere samples the depleted region. A larger one can reach the enhanced region, where the factor q³ gives it more weight. But S(q) repeats with the reciprocal lattice, so the depleted region recurs around every reciprocal lattice vector. The shortest of these in fcc has length 2π√3/a, which equals 2k_F at Z = 1.36. A still larger Fermi sphere takes in these depleted regions too, and the sign can reverse again.

**5. A potential of finite range**

Let w(t) = |Δv(2k_Ft)|² and J = ∫₀¹ t³w(t)dt. Then

Y = [1/(xJ)]∫₀¹ t²w(t)sin(xt)dt.

If w is smooth, one integration by parts gives, for a distant shell,

Y ≈ −w(1)cos(2k_FR)/(J x²).   (5)

The lower limit contributes nothing at this order because t²w vanishes there. The contact case, w = 1 and J = 1/4, recovers −4cos x/x². For distant shells the sign follows −cos(2k_FR), provided that Δv(2k_F) ≠ 0 and the cosine is not close to zero. This leading term comes from q = 2k_F, which is backscattering. For near shells the whole of |Δv(q)|² matters and the zeros move, so the list in Section 4 is not universal.

**6. An fcc example**

Take a = 0.39 nm, c = 0.5 and Z = 1. Then Ω = 0.01483 nm³, k_F = 12.59 nm⁻¹ and E_F = 6.04 eV. Let Δv(r) be a sphere of height 6 eV and radius r_0 = 0.08 nm, for which

Δv(q) = 4π(6 eV)[sin(qr_0) − qr_0 cos(qr_0)]/q³.

Numerical quadrature of (1) with the free-electron mass gives ρ₀ = 6.81 μΩ cm.

The α_i should belong to an alloy that can exist, so I took them from a Monte Carlo simulation. Each nearest-neighbour pair has energy −J_o if unlike and +J_o if like, with J_o = 0.025 eV. Eight periodic crystals of 2048 atoms were equilibrated at 900 K, and unlike pairs were counted in 200 configurations of each. This order is then treated as frozen in.

The first shell has z₁ = 12, α₁ = −0.159 and Y₁ = −0.0597, so

z₁α₁Y₁ = 12 × (−0.159) × (−0.0597) = +0.114.

This adds 0.114 × 6.81 = 0.78 μΩ cm. The second shell has z₂ = 6, α₂ = +0.134 and Y₂ = +0.0273. It adds 0.022 × 6.81 = 0.15 μΩ cm. The third has a positive α₃ = 0.035 but a negative Y₃ = −0.0186, and with z₃ = 24 it subtracts 0.11 μΩ cm.

The sum in (2) gives ρ/ρ₀ = 1.119 after four shells, 1.106 after eight and 1.109 after twelve. A separate evaluation used no shells: it summed q|Δv|²S(q) over the discrete wavevectors of the periodic crystals with q < 2k_F, and divided by the same sum with S = 1. It gave 1.103. The difference of 0.006 far exceeds the statistical error of that sum, 0.0001. It comes mainly from the discrete wavevectors: in a crystal of 16384 atoms the shell sum settles at 1.110 as more shells are added, while the direct sum on the finer mesh of wavevectors moves to 1.112. The ratio is therefore 1.11 to about 0.01, and ρ ≈ 7.5 μΩ cm, or 75 nΩ m.

Now set Z = 3, holding the lattice, the potential and every α_i fixed. The Fermi wavenumber rises to 18.16 nm⁻¹ and Y₁ becomes +0.0151. The first shell changes sign:

12 × (−0.159) × 0.0151 = −0.029.

With twelve shells ρ/ρ₀ = 0.966. The random value has also fallen, to 1.81 μΩ cm, so the ordered value is 1.75 μΩ cm.

The finite range shows in the zeros of Y₁. As k_F varies at fixed r_0 and a, the first two move from Z = 0.20 and 1.32 to Z = 0.22 and 1.57. The contact zero at Z = 3.75 has no counterpart up to Z = 4. An alloy with Z = 1.4 would thus have opposite first-shell signs for the two potentials.

**7. What the model leaves out**

The parameters lie in the rough regime of equiatomic copper-gold solid solutions: fcc, a lattice constant near 0.39 nm, about one conduction electron per atom, and a disordered resistivity of order 10 μΩ cm. The sphere is a round choice that gives this order of magnitude, not a computed copper-gold potential. Real noble-metal alloys break the assumption of a spherical Fermi surface. It is strained further from Z = 1.36 on, where the sphere reaches the zone faces and the periodic mean potential opens gaps. The sign change near that Z and the case Z = 3 are therefore properties of the plane-wave model, not predictions for a real polyvalent alloy. As a rough measure, lowering or raising k_F by 5% at fixed order changes ρ/ρ₀ from 1.11 to 1.16 or 1.07. The order-induced part of the ratio, 0.11, thus changes by about 40% of itself, and the whole ratio by about 4%. These figures leave out the change of ρ₀ with k_F, which is larger: by (1), the same two steps change ρ₀ by about +17% and −14%. The effective mass also affects the absolute value: since ρ ∝ m² at fixed k_F and potential, a mass 1.2 times larger gives 10.9 μΩ cm.

The other corrections that I sized, for Z = 1 unless stated, are smaller:

- **Trial distribution.** Solving the Boltzmann equation numerically on the Fermi sphere with the direction-dependent S(q) lowers ρ by 0.7% from the trial value.
- **Born approximation.** Partial-wave cross sections for isolated spheres of height ±3 eV, the departures from the mean at c = 0.5, give a random-alloy resistivity 3% above the Born value. That figure still counts the mean of the two scattering amplitudes, which is the same at every site and so gives no resistance. Without it the result is 0.7% below the Born value. Both figures are small because of a cancellation: the transport cross section is 23% below its Born value for the repulsive sphere and 29% above it for the attractive one. It should not be carried over to other compositions. At Z = 3 the same subtraction leaves the result 4.5% below the Born value, although ρ/ρ₀ moves by less than 0.001 at either Z. Multiple scattering between sites is not included.
- **Mean free path.** The calculated path ℓ = v_Fτ is 10 nm. Damping each shell by exp(−R_i/ℓ), a heuristic estimate, changes ρ/ρ₀ from 1.109 to 1.106.
- **Static displacements.** Independent Gaussian displacements of assumed rms size d = 0.01 nm multiply the cross terms between different sites by exp(−q²d²/3), a reduction of 2% at q = 2k_F. The single-site terms are unchanged. Copper and gold differ appreciably in size, and the extra scattering that displacements create is not counted.

At 300 K phonons add to the residual part. The estimate 1/τ_ph = 2πλk_BT/ħ with a rough coupling λ = 0.15 gives about 2 μΩ cm, more than the 0.7 μΩ cm due to short-range order. The order term is therefore best sought at low temperature, by comparing samples of one composition with different anneals.

Equation (2) also fails once long-range order sets in. The α_R then no longer decay, part of S(q) collapses into Bragg peaks, and that part belongs to a new periodic potential rather than to resistive scattering. An increase of ρ under short-range order is therefore compatible with a fall when the crystal orders fully.
